# Exchange, spin-orbit coupling and band intensities of Tl+ in the Seitz model

## The problem

A Tl$^+$ ion replaces an alkali ion in an alkali halide crystal. Its ground state is $6s^2$. Three absorption bands, named A, B and C in order of rising energy, are assigned in the Seitz model to the excited configuration $6s6p$: A and C are the two levels with $J=1$, and B is the level with $J=2$. Take the band positions

$$E_A=5.0\ \text{eV},\qquad E_B=5.8\ \text{eV},\qquad E_C=6.5\ \text{eV}.$$

These are round model values, not data for a particular host. Energies are counted from the $6s^2$ ground state and are given in electronvolts, the natural unit for band positions.

1. Find the levels of $6s6p$ in terms of a mean energy $F$, the exchange integral $K$ and the spin-orbit constant $\zeta$ of the p electron.
2. Extract $K$ and $\zeta$ from the three positions. Is the answer unique?
3. Predict the ratio of the C and A intensities, first as dipole strengths and then as band areas.
4. Locate the fourth level, $J=0$, and judge how far the predicted ratio can be trusted.

## Hints

**Hint 1.** A cubic surrounding does not split the three p orbitals, so $J$ still labels the levels.

**Hint 2.** For the p electron let $X=\mathbf l\cdot\mathbf s$. It has only two eigenvalues, so $X^2$ is a linear function of $X$. Let $X$ act on a singlet state and see what comes out.

**Hint 3.** The sum $E_A+E_C$ is the trace of a $2\times2$ matrix and does not contain $K$. Measure $E_B$ from the midpoint of A and C.

**Hint 4.** Light does not act on the spin. Ask how much singlet each of the two $J=1$ levels contains.

**Hint 5.** A band area contains the photon energy as well as the squared dipole matrix element.

## Full solution

### 1. The levels

**The surroundings.** Let $V$ be the potential of the undistorted cubic lattice. A reflection $x\to-x$ leaves $V$ unchanged but reverses $p_x$, so $\langle p_x|V|p_y\rangle=0$, and likewise for the other pairs. Rotations that exchange the cube axes make the three diagonal elements equal. The lattice therefore shifts the p level without splitting it.

**Coulomb terms.** We keep one configuration, with the same orbitals for singlet and triplet. The twelve determinants $|s\sigma,p_i\tau\rangle$ have spins $\sigma,\tau$ and $i=x,y,z$. The Slater-Condon rules give

$$\langle s\sigma,p_i\tau|r_{12}^{-1}|s\sigma',p_j\tau'\rangle=\delta_{ij}\left(J_{sp}\,\delta_{\sigma\sigma'}\delta_{\tau\tau'}-K\,\delta_{\sigma\tau'}\delta_{\tau\sigma'}\right).$$

Here $J_{sp}$ is the direct integral, and $K$ is the electrostatic self-repulsion integral of the density $s\,p_i$, so $K>0$. The second term interchanges the two spins. This interchange gives $+1$ on a triplet and $-1$ on a singlet. Energies are counted from the ground state, so we collect in $F$ the difference of the one-electron energies, the integral $J_{sp}$ and, with a minus sign, the repulsion between the two s electrons of $6s^2$. Then

$$E(\text{triplet})=F-K,\qquad E(\text{singlet})=F+K .$$

**Spin-orbit coupling.** The s electron has $l=0$, so the coupling is $\zeta X$ with $X=\mathbf l\cdot\mathbf s$ of the p electron and $\zeta>0$. From $\mathbf j^2=\mathbf l^2+\mathbf s^2+2X$,

$$X=\tfrac12\left[j(j+1)-2-\tfrac34\right]=\begin{cases}\tfrac12, & j=\tfrac32\\ -1, & j=\tfrac12\end{cases}$$

Hence $(X-\tfrac12)(X+1)=0$, or $X^2=\tfrac12(1-X)$.

Let $S$ be a normalized singlet state with the electron in one of the orbitals $p_x,p_y,p_z$. A spin-zero state has no matrix elements of the vector $\mathbf s$ with itself, so $XS$ has no singlet part and is a pure triplet. Its squared norm is

$$\langle S|X^2|S\rangle=\tfrac12\left(1-\langle S|X|S\rangle\right)=\tfrac12 .$$

So $T=\sqrt2\,XS$ is a normalized triplet. It has $J=1$, like $S$, because $X$ commutes with the total angular momentum. Acting once more,

$$XT=\sqrt2\,X^2S=\tfrac{1}{\sqrt2}(S-XS)=\tfrac{1}{\sqrt2}S-\tfrac12T .$$

The pair $(T,S)$ is closed under $X$, and the $J=1$ matrix is

$$H_{J=1}=\begin{pmatrix}F-K-\tfrac12\zeta & \zeta/\sqrt2\\ \zeta/\sqrt2 & F+K\end{pmatrix}.$$

For $J=0$ and $J=2$ there is no singlet partner, since a singlet with one p electron has $J=1$. Within the triplet both electron spins have the same matrix elements, so $\mathbf s$ acts as half the total spin. With $L=1$ and total spin 1, $X$ then acts as $\tfrac14[J(J+1)-4]$, which is $\tfrac12$ for $J=2$ and $-1$ for $J=0$:

$$E_B=F-K+\tfrac12\zeta,\qquad E_0=F-K-\zeta .$$

The diagonal elements of $H_{J=1}$ differ by $2K+\zeta/2$. With $D=E_C-E_A$, the trace and the splitting of the matrix give

$$E_A+E_C=2F-\tfrac12\zeta,\qquad \tfrac14D^2=\left(K+\tfrac14\zeta\right)^2+\tfrac12\zeta^2 .$$

### 2. Exchange and spin-orbit constant

The model energies are those of the undistorted lattice, and we identify them with the band centroids. Let $b$ be the distance of B from the midpoint of A and C. The midpoint is $F-\zeta/4$, so

$$b=E_B-\tfrac12(E_A+E_C)=\tfrac34\zeta-K\quad\Rightarrow\quad K=\tfrac34\zeta-b .$$

Then $K+\zeta/4=\zeta-b$, and the splitting equation becomes

$$(\zeta-b)^2+\tfrac12\zeta^2=\tfrac14D^2\quad\Rightarrow\quad\tfrac32\zeta^2-2b\zeta+b^2-\tfrac14D^2=0 ,$$

with the solutions

$$\zeta=\tfrac13\left(2b\pm w\right),\qquad w=\sqrt{\tfrac32D^2-2b^2}.$$

**Uniqueness.** The product of the two roots is $\tfrac23(b^2-\tfrac14D^2)$. If B lies between A and C, then $|b|<D/2$, the product is negative, and one root is positive: the one with the plus sign. It gives

$$K=\tfrac34\zeta-b=\tfrac14(w-2b).$$

This is positive. For $b\le0$ that is evident, and for $b>0$ it follows from $w^2-4b^2=6(\tfrac14D^2-b^2)>0$.

Conversely, inserting the expressions for $D$ and $b$ gives

$$(E_B-E_A)(E_C-E_B)=\tfrac14D^2-b^2=\left(K+\tfrac14\zeta\right)^2+\tfrac12\zeta^2-\left(\tfrac34\zeta-K\right)^2=2K\zeta .$$

The $K^2$ terms cancel, the $\zeta^2$ terms cancel because $\tfrac1{16}+\tfrac12-\tfrac9{16}=0$, and the cross terms add to $(\tfrac12+\tfrac32)K\zeta$. Positive $K$ and $\zeta$ thus require B to lie between A and C. A band assignment that violates this order cannot be fitted with positive $K$ and $\zeta$.

**Numbers.** Here $D=1.5$ eV and $b=5.8-5.75=0.05$ eV, so

$$w=\sqrt{3.375-0.005}=1.836\ \text{eV},$$
$$\zeta=\tfrac13(0.100+1.836)=0.645\ \text{eV},\qquad K=0.484-0.050=0.434\ \text{eV}.$$

In atomic units $\zeta=0.0237$ and $K=0.0159$ hartree. The other root, $-0.579$ eV, is rejected because $\zeta>0$. The product rule confirms the result: $0.8\times0.7=0.56$ and $2\times0.434\times0.645=0.56$, in eV$^2$. Exchange and spin-orbit coupling are of similar size, so neither can be treated as a small correction to the other.

### 3. The C/A intensity ratio

Write the two $J=1$ states as

$$A=\cos\theta\,T-\sin\theta\,S,\qquad C=\sin\theta\,T+\cos\theta\,S .$$

Half the difference of the diagonal elements of $H_{J=1}$ is $K+\zeta/4=\tfrac12D\cos2\theta$, and the coupling is $\zeta/\sqrt2=\tfrac12D\sin2\theta$. With these two relations $C$ is the upper eigenvector.

The ground state is a singlet and the dipole operator does not act on spin, so light reaches only the component $S$. For now we take the radial dipole integral to be the same for $p_{1/2}$ and $p_{3/2}$. Both bands are threefold degenerate, with one state for each polarization, so the ratio of dipole strengths is

$$R=\frac{\cos^2\theta}{\sin^2\theta}=\frac{1+\cos2\theta}{1-\cos2\theta}.$$

To express this in band positions, define

$$x=\frac{E_B-E_A}{E_C-E_A},\qquad u=2x-1=\frac{2b}{D},\qquad s=\sqrt{6-2u^2}.$$

Then $w=\tfrac12Ds$ and $\zeta=\tfrac13D(u+\tfrac12s)$. Since $K+\zeta/4=\zeta-b$,

$$\cos2\theta=\frac{2(\zeta-b)}{D}=\tfrac23u+\tfrac13s-u=\tfrac13(s-u),$$

$$R=\frac{3+s-u}{3-s+u}=\frac{4-2x+s}{2+2x-s}.$$

The ratio depends on the single number $x$, the relative position of B.

**Numbers.** With $x=0.8/1.5=0.5333$ and $s=2.4477$,

$$R=\frac{4-1.0667+2.4477}{2+1.0667-2.4477}=\frac{5.381}{0.619}=8.7 .$$

The mixing angle is $18.7^\circ$, and A contains about 10% singlet. That small admixture supplies the whole dipole strength of the A band.

**From dipole strength to band area.** The transition rate is proportional to the squared dipole matrix element times the squared field. Each transition removes the energy $E$ from the beam, so the cross section integrated over photon energy is proportional to $E$ times the dipole strength, as is the oscillator strength. If the local field and the refractive index are the same at both bands,

$$\frac{\text{area C}}{\text{area A}}=R\,\frac{E_C}{E_A}=8.69\times1.3\approx11 .$$

A ratio of areas measured over photon energy must be compared with this number, not with $R$. In a real host the refractive index is not the same at the two bands. In KCl it rises from about 1.59 at 5.0 eV to about 1.78 at 6.5 eV, which multiplies the area ratio by a factor between roughly 0.9 and 1.16, depending on the local-field correction adopted.

**Limits.** For weak spin-orbit coupling $\tan2\theta\approx\zeta/(\sqrt2K)$, so $\theta\approx\zeta/(2\sqrt2K)$ and

$$R\approx\frac{8K^2}{\zeta^2}.$$

The A band then fades as $\zeta^2$, and B approaches A.

For $K\to0$ the product rule makes B merge with A or with C. Since $b=\tfrac34\zeta-K\to\tfrac34\zeta>0$, B lies above the midpoint and merges with C. Then $u\to1$, $s\to2$, $\cos2\theta\to\tfrac13$ and $R\to2$. In this limit A belongs to $p_{1/2}$ and C to $p_{3/2}$.

Between the limits,

$$\frac{d\cos2\theta}{du}=-\frac13\left(1+\frac{2u}{s}\right).$$

This is negative for $-1<u<1$: for $u\ge0$ at once, and for $u<0$ because $s^2-4u^2=6(1-u^2)>0$. So $R$ falls steadily as B moves from A towards C, and it stays above 2. If a measured ratio, after division by $E_C/E_A$, is below 2, at least one assumption of the model has failed.

### 4. The hidden level and the reliability of the ratio

From the formulas for $E_0$ and $E_B$,

$$E_0=E_B-\tfrac32\zeta=5.80-0.97=4.83\ \text{eV},$$

which is 0.17 eV below A. This $J=0$ state is a pure triplet, so it has no dipole strength in the model and does not appear as a band.

The ratio is sensitive to the position of B. Repeating the extraction with B displaced by 0.1 eV gives:

| $E_B$ (eV) | $K$ (eV) | $\zeta$ (eV) | $R$ | area ratio |
|---|---|---|---|---|
| 5.7 | 0.48 | 0.58 | 11.4 | 14.8 |
| 5.8 | 0.43 | 0.65 | 8.7 | 11.3 |
| 5.9 | 0.38 | 0.71 | 6.8 | 8.9 |

Relative to the central value, $R$ changes by about $+31\%$ or $-22\%$. The reason is visible in $R=1/\sin^2\theta-1$: the singlet weight $\sin^2\theta$ of A is small, so a modest absolute change in it is a large relative one. The positions of A and C also enter through $x$, with about half the effect: moving A by $-0.1$ or $+0.1$ eV gives $R=7.8$ or $9.9$, and moving C by the same amounts gives $R=7.6$ or $9.9$. The formula is exact within the model, so the prediction is limited by the uncertainty of the three band positions, that of B most of all, and by the assumptions of the model, one of which is relaxed in Variation 1. Another is the use of the same orbitals for singlet and triplet. If their radial functions differ, the coupling $\zeta/\sqrt2$ is multiplied by a factor $\lambda$ (the King-Van Vleck factor), which three band positions cannot determine. Refitting to the same positions with $\lambda=0.9$ or $0.8$ gives $R=10.4$ or $12.7$ and puts the $J=0$ level 0.20 or 0.24 eV below A.

The levels, the inversion and the ratio formula are checked numerically by diagonalizing the full 12-state Hamiltonian.

## Variation 1: unequal dipole integrals for $p_{1/2}$ and $p_{3/2}$

*In a heavy ion the two spin-orbit partners have different radial functions. Let their dipole integrals with the s orbital be $r_{1/2}$ and $r_{3/2}$, with $\eta=r_{1/2}/r_{3/2}$, and keep the Hamiltonian unchanged. How does $R$ change?*

The projectors on $j=\tfrac32$ and $j=\tfrac12$ are $\tfrac23(X+1)$ and $\tfrac23(\tfrac12-X)$, as inserting the eigenvalues of $X$ shows. Light therefore no longer produces $S$, but

$$\left[r_{3/2}\,\tfrac23(X+1)+r_{1/2}\,\tfrac23\left(\tfrac12-X\right)\right]S=\tfrac13r_{3/2}\left[(2+\eta)S+\sqrt2(1-\eta)T\right],$$

where $XS=T/\sqrt2$ was used. Overlaps with $C$ and $A$ give

$$R=\left[\frac{\cos\theta\,(2+\eta)+\sqrt2\sin\theta\,(1-\eta)}{\sin\theta\,(2+\eta)-\sqrt2\cos\theta\,(1-\eta)}\right]^2 .$$

For $\eta=1$ this returns $\cot^2\theta$. For $\eta=0.9$ it gives $R=12.3$, and for $\eta=1.1$ it gives $R=6.5$, against 8.7 for equal integrals. The corresponding area ratios are 15.9 and 8.5.

The leverage comes from the denominator. The main term there carries the small factor $\sin\theta$, while the correction carries the large factor $\cos\theta$. In this example a 10% difference between the radial integrals changes $R$ by $+41\%$ or $-25\%$ relative to 8.7, somewhat more than an error of 0.1 eV in the B position does. These figures hold for an unchanged Hamiltonian. Different radial functions also alter the exchange integrals. If each $p_{1/2}$ function entering them carries the same factor $\eta$, and $F$, $K$, $\zeta$ are refitted to the same bands, $R$ becomes 10.4 for $\eta=0.9$ and 7.5 for $\eta=1.1$, a change of only $+19\%$ or $-14\%$.

## Variation 2: how B becomes visible

*In the undistorted lattice B has no dipole strength. Let an axial distortion shift $p_x$ and $p_y$ by $-\Delta/3$ and $p_z$ by $+2\Delta/3$. What fraction of the total dipole strength does B receive, to leading order in $\Delta$?*

Write the perturbation as $\Delta Q$. It does not act on spin, so it couples the pure triplet B only to the $T$ part of A and C. For a B state with $v=\langle T|Q|B\rangle$, first-order mixing gives the overlap with $S$

$$\Delta v\left[\frac{(-\sin\theta)\cos\theta}{E_B-E_A}+\frac{\cos\theta\sin\theta}{E_B-E_C}\right]=-\Delta v\,\frac{\tfrac12D\sin2\theta}{(E_B-E_A)(E_C-E_B)} .$$

The numerator is $\zeta/\sqrt2$ and the denominator is $2K\zeta$, so the overlap is $-\Delta v/(2\sqrt2K)$. The spin-orbit constant has cancelled.

To find $v$, let $\chi_x,\chi_y,\chi_z$ be the triplet spin states that transform as a vector. The $J=1$ states are the antisymmetric combinations, such as $T_x=(p_y\chi_z-p_z\chi_y)/\sqrt2$. The matching symmetric combination $U_x=(p_y\chi_z+p_z\chi_y)/\sqrt2$ has $J=2$. Applying $Q$,

$$QT_x=\frac{-\tfrac13p_y\chi_z-\tfrac23p_z\chi_y}{\sqrt2}=\tfrac16T_x-\tfrac12U_x .$$

So $v^2=\tfrac14$ for $x$, and by symmetry also for $y$. For $z$ the orbitals $p_x$ and $p_y$ shift together and $v=0$. The sum of $v^2$ is $\tfrac12$. The total strength corresponds to three singlet states, so

$$\text{B fraction}\approx\frac13\cdot\frac12\cdot\frac{\Delta^2}{8K^2}=\frac{\Delta^2}{48K^2}.$$

For $\Delta=0.1$ eV this is $0.01/(48\times0.434^2)\approx0.11\%$. Full diagonalization gives 0.12%; the difference comes from higher orders in $\Delta$.

In a cubic crystal the average of $\Delta$ over the lattice vibrations is zero, but the average of $\Delta^2$ is not. If the vibrations are treated as a set of static distortions, B therefore gains strength as their amplitude grows. Because large distortions carry most of this strength, the centroid of the B band is displaced from $E_B$. For a Gaussian distribution of $\Delta$ the shift is $+0.01$ eV at an rms value of 0.1 eV and $+0.05$ eV at 0.2 eV. In the second case the ratio extracted from the centroids is 7.7, while the actual ratio is 8.6.

## Calculated quantities

```
Band positions A, B, C: 5.0 5.8 6.5 eV
Gap D = E_C - E_A: 1.5000 eV
Offset b of B from the A-C midpoint: 0.0500 eV
Relative position x: 0.53333
Square root in zeta formula: 1.83576 eV
zeta: 0.6453 eV = 0.02371 hartree
Rejected root for zeta: -0.5786 eV
K: 0.4339 eV = 0.01595 hartree
F: 5.9113 eV
J=1 matrix: triplet 5.1547, singlet 6.3453, coupling 0.4563 eV
s in ratio formula: 2.44767
cos(2 theta): 0.79367
theta: 18.74 degrees
Singlet weight in A: 0.1032
Dipole-strength ratio R, formula: 8.693
Dipole-strength ratio R, diagonalization: 8.693
Band-area (oscillator-strength) ratio C/A: 11.30
Levels from diagonalization J0, A, B, C: 4.8321 5.0000 5.8000 6.5000 eV
J=0 level below A by: 0.1679 eV
Ratio R for K/zeta = 1e-6: 2.0000
R/(8 K^2/zeta^2) for zeta/K = 0.002: 1.0010
B at 5.7 eV: K 0.4839 eV, zeta 0.5786 eV, R 11.354, area ratio 14.76
B at 5.9 eV: K 0.3812 eV, zeta 0.7083 eV, R 6.824, area ratio 8.87
eta = r(p1/2)/r(p3/2) = 0.9: R 12.253, area ratio 15.93
eta = r(p1/2)/r(p3/2) = 1.1: R 6.547, area ratio 8.51
B share of total strength, no distortion: 5.2e-30
B share for axial p splitting 0.1 eV: 0.124 percent
Growth of B share when a small splitting doubles: 4.023
```
